# Density and potential at the edge of a collisionless presheath: verification in Python

```python
# Result under test: in a planar, quasi-neutral, collisionless presheath with
# Boltzmann electrons and one-speed ions created at rest, the edge has
#   u = cs,  n_s = n0/2,  potential drop = ln(2) kTe/e,
# for any positive ionization source.
# Scaled symbols: u = ion speed/cs, n = density/n0, eta = -e*phi/kTe,
# cs = sqrt(kTe/M). With source nu*n, lengths are in units of cs/nu.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import dawsn


def march(source, drag=0.0):
    """March continuity and ion force balance until x cannot advance.

    The two equations are linear in du/dx and deta/dx. A path parameter
    with dx/ds = -determinant keeps the march regular at the edge.
    State: x, u, eta, integral of source, drag impulse, field work.
    """
    def rates(s, y):
        x, u, eta = y[:3]
        n = math.exp(-eta)
        birth = source(x, n)
        friction = n * u * u * drag
        a11, a12, b1 = n, -n * u, birth
        a21, a22, b2 = n * u, -n, -u * birth - friction
        dx = -(a11 * a22 - a12 * a21)
        du = -(b1 * a22 - a12 * b2)
        deta = -(a11 * b2 - a21 * b1)
        return [dx, du, deta, birth * dx, friction * dx, n * u * deta]

    def stalled(s, y):
        return rates(s, y)[0]
    stalled.terminal = True
    run = solve_ivp(rates, (0, 100), [0.0] * 6, method="DOP853",
                    rtol=1e-10, atol=1e-12, events=stalled)
    assert run.status == 1
    return run.y, run.y_events[0][0]


# --- fluid presheath, three different source shapes ---
sources = {
    "uniform": lambda x, n: 1.0,
    "prop. to n": lambda x, n: n,
    "wall-weighted": lambda x, n: 0.2 + 5 * x * x,
}
edges = {}
for name, source in sources.items():
    path, edge = march(source)
    x, u, eta, births, impulse, work = edge
    assert abs(u - 1) < 1e-6
    assert abs(math.exp(-eta) - 0.5) < 1e-6
    assert abs(eta - math.log(2)) < 1e-6
    assert abs(births - 0.5) < 1e-6
    assert abs(work / births - (math.pi / 2 - 1)) < 1e-6
    edges[name] = edge
    if name == "prop. to n":
        profile_error = np.max(np.abs(
            path[0] - (2 * np.arctan(path[1]) - path[1])))
        assert profile_error < 1e-7
        half_width = x
        assert abs(half_width - (math.pi / 2 - 1)) < 1e-6
fluid = edges["prop. to n"]
u_mid = brentq(lambda v: 2 * math.atan(v) - v - half_width / 2, 0, 1)
eta_mid = math.log(1 + u_mid**2)


# --- kinetic presheath: ions keep their individual speeds ---
def birth_per_eta(eta):
    root = math.sqrt(eta)
    return math.sqrt(2) / math.pi * (1 / root - 2 * dawsn(root))


def velocity_moment(eta, power):
    """Sum of speed**power over ion flux arriving at potential eta."""
    def integrand(angle):
        s, c = math.sin(angle), math.cos(angle)
        speed = math.sqrt(2 * eta) * c
        return birth_per_eta(eta * s * s) * 2 * eta * s * c * speed**power
    return quad(integrand, 0, math.pi / 2, epsabs=1e-11)[0]


eta_kin = brentq(birth_per_eta, 0.3, 1.5)
for eta in (0.1, 0.4, eta_kin):
    assert abs(velocity_moment(eta, -1) - math.exp(-eta)) < 1e-7
    assert abs(velocity_moment(eta, 1) - (1 - math.exp(-eta))) < 1e-7
n_kin = velocity_moment(eta_kin, -1)
flux_kin = velocity_moment(eta_kin, 0)
mean_square_kin = velocity_moment(eta_kin, 1) / n_kin
mean_speed_kin = flux_kin / n_kin
assert abs(n_kin - 1 / (1 + mean_square_kin)) < 1e-7
assert mean_square_kin > mean_speed_kin**2


# --- fluid presheath with charge separation (Poisson's equation) ---
def sonic_point_with_poisson(debye):
    """debye = central Debye length in units of cs/nu; source nu*n_e."""
    def rates(x, y):
        u, eta, slope, flux = y
        n_e = math.exp(-eta)
        return [slope / u - n_e * u / flux, slope,
                (flux / u - n_e) / debye**2, n_e]

    def sonic(x, y):
        return y[0] - 1
    sonic.terminal = True
    u0 = 0.05  # quasi-neutral start close to the centre
    x0 = 2 * math.atan(u0) - u0
    start = [u0, math.log(1 + u0**2), 2 * u0 / (1 - u0**2),
             u0 / (1 + u0**2)]
    run = solve_ivp(rates, (x0, 2), start, method="DOP853",
                    rtol=1e-8, atol=1e-10, events=sonic)
    assert run.status == 1
    u, eta, slope, flux = run.y_events[0][0]
    total = flux * u + math.exp(-eta) - (debye * slope)**2 / 2
    assert abs(total - 1) < 1e-5  # momentum balance with field stress
    return flux / u, math.exp(-eta), eta


# --- worked example: argon, rough values of a low-pressure ion source ---
te_ev, n0_cm3, width_cm = 8.0, 1e11, 5.0
pressure_mtorr, gas_k, sigma_cm2 = 0.2, 400.0, 1e-14
ion_mass = 39.95 * const.atomic_mass
te_joule = te_ev * const.e
cs = math.sqrt(te_joule / ion_mass)  # m/s
n_edge = n0_cm3 * math.exp(-fluid[2])
drop_volt = te_ev * fluid[2]
current = const.e * n_edge * 1e6 * cs * 0.1  # A/m2 to mA/cm2
ionization = half_width * cs / (width_cm * 1e-2)
gas_cm3 = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_k) * 1e-6
free_path = 1 / (gas_cm3 * sigma_cm2)
debye_cm = 100 * math.sqrt(
    const.epsilon_0 * te_joule / (n0_cm3 * 1e6 * const.e**2))

ratio = width_cm / free_path
drag = brentq(lambda d: d * march(sources["prop. to n"], d)[1][0] - ratio,
              1e-6, 3 * ratio, xtol=1e-9)
dragged = march(sources["prop. to n"], drag)[1]
n_drag = math.exp(-dragged[2])
assert abs(n_drag - (1 - dragged[4]) / 2) < 1e-6
assert n_drag < 0.5

debye_scaled = debye_cm / width_cm * half_width
ni_poisson, ne_poisson, eta_poisson = sonic_point_with_poisson(debye_scaled)
ne_coarse = sonic_point_with_poisson(10 * debye_scaled)[1]
assert abs(ne_poisson - 0.5) < 0.03
assert abs(ne_poisson - 0.5) < abs(ne_coarse - 0.5)

birth_ratio = const.k * gas_k / te_joule
electron_mean = math.sqrt(8 * te_joule / (math.pi * const.m_e))
lost_fraction = cs / (electron_mean / 4)

print("FLUID EDGE, marched for three source shapes")
for name, edge in edges.items():
    print(f"{name}: u/cs = {edge[1]:.6f}, n_s/n0 = {math.exp(-edge[2]):.6f},"
          f" drop = {edge[2]:.6f} kTe/e")
print(f"edge flux = {fluid[3]:.4f} n0 cs")
print(f"half-width for source nu*n = {half_width:.4f} cs/nu")
print(f"speed half-way to the edge = {u_mid:.4f} cs")
print(f"drop half-way to the edge = {eta_mid:.4f} kTe/e")
print(f"mean field work per ion = {fluid[5] / fluid[3]:.4f} kTe")
print(f"directed energy per ion at edge = {fluid[1]**2 / 2:.4f} kTe")
print(f"n_s/n0 if all ions fell from the centre = {math.exp(-0.5):.4f}")
print("KINETIC EDGE (ions keep their own speeds)")
print(f"drop = {eta_kin:.4f} kTe/e")
print(f"n_s/n0 = {n_kin:.4f}")
print(f"edge flux = {flux_kin:.4f} n0 cs")
print(f"mean ion speed = {mean_speed_kin:.4f} cs")
print(f"mean square ion speed = {mean_square_kin:.4f} cs^2")
print("ARGON EXAMPLE, inputs (rough typical values)")
print(f"kTe = {te_ev:.1f} eV")
print(f"central density = {n0_cm3:.1e} cm^-3")
print(f"half-width = {width_cm:.1f} cm")
print(f"gas pressure = {pressure_mtorr:.1f} mTorr")
print(f"gas temperature = {gas_k:.0f} K")
print(f"ion-neutral cross-section = {sigma_cm2:.1e} cm^2")
print(f"argon mass = {ion_mass / const.atomic_mass:.2f} u")
print("ARGON EXAMPLE, results")
print(f"Bohm speed = {cs * 100:.3e} cm/s")
print(f"edge density = {n_edge:.2e} cm^-3")
print(f"presheath drop = {drop_volt:.2f} V")
print(f"directed ion energy at edge = {te_ev * fluid[1]**2 / 2:.2f} eV")
print(f"ion current density = {current:.2f} mA/cm^2")
print(f"ionization frequency needed = {ionization:.2e} s^-1")
print("NEGLECTED EFFECTS for the same example")
print(f"kinetic drop = {te_ev * eta_kin:.2f} V")
print(f"kinetic edge density = {n0_cm3 * n_kin:.2e} cm^-3")
print(f"kinetic current density = {current * flux_kin / fluid[3]:.2f} mA/cm^2")
print(f"gas density = {gas_cm3:.2e} cm^-3")
print(f"ion mean free path = {free_path:.1f} cm")
print(f"half-width / mean free path = {ratio:.3f}")
print(f"with drag: n_s/n0 = {n_drag:.4f}")
print(f"with drag: drop = {te_ev * dragged[2]:.2f} V")
print(f"central Debye length = {debye_cm * 1e4:.1f} um")
print(f"with Poisson, at u = cs: n_i/n0 = {ni_poisson:.4f}")
print(f"with Poisson, at u = cs: n_e/n0 = {ne_poisson:.4f}")
print(f"with Poisson, at u = cs: drop = {te_ev * eta_poisson:.2f} V")
print(f"ion birth temperature / Te = {birth_ratio:.4f}")
print(f"fraction of electrons lost at floating wall = {lost_fraction:.4f}")
print("verified")
```

It prints:

```
FLUID EDGE, marched for three source shapes
uniform: u/cs = 1.000000, n_s/n0 = 0.500000, drop = 0.693147 kTe/e
prop. to n: u/cs = 1.000000, n_s/n0 = 0.500000, drop = 0.693147 kTe/e
wall-weighted: u/cs = 1.000000, n_s/n0 = 0.500000, drop = 0.693147 kTe/e
edge flux = 0.5000 n0 cs
half-width for source nu*n = 0.5708 cs/nu
speed half-way to the edge = 0.3030 cs
drop half-way to the edge = 0.0878 kTe/e
mean field work per ion = 0.5708 kTe
directed energy per ion at edge = 0.5000 kTe
n_s/n0 if all ions fell from the centre = 0.6065
KINETIC EDGE (ions keep their own speeds)
drop = 0.8540 kTe/e
n_s/n0 = 0.4257
edge flux = 0.4871 n0 cs
mean ion speed = 1.1443 cs
mean square ion speed = 1.3491 cs^2
ARGON EXAMPLE, inputs (rough typical values)
kTe = 8.0 eV
central density = 1.0e+11 cm^-3
half-width = 5.0 cm
gas pressure = 0.2 mTorr
gas temperature = 400 K
ion-neutral cross-section = 1.0e-14 cm^2
argon mass = 39.95 u
ARGON EXAMPLE, results
Bohm speed = 4.396e+05 cm/s
edge density = 5.00e+10 cm^-3
presheath drop = 5.55 V
directed ion energy at edge = 4.00 eV
ion current density = 3.52 mA/cm^2
ionization frequency needed = 5.02e+04 s^-1
NEGLECTED EFFECTS for the same example
kinetic drop = 6.83 V
kinetic edge density = 4.26e+10 cm^-3
kinetic current density = 3.43 mA/cm^2
gas density = 4.83e+12 cm^-3
ion mean free path = 20.7 cm
half-width / mean free path = 0.241
with drag: n_s/n0 = 0.4858
with drag: drop = 5.78 V
central Debye length = 66.5 um
with Poisson, at u = cs: n_i/n0 = 0.5014
with Poisson, at u = cs: n_e/n0 = 0.4987
with Poisson, at u = cs: drop = 5.57 V
ion birth temperature / Te = 0.0043
fraction of electrons lost at floating wall = 0.0093
verified
```
